# Why transport-of-intensity phase maps show cloudy low-frequency artefacts

A phase map computed from two defocused images can show broad hills and hollows that the object does not have. They resemble real figure error of a mirror or mask blank, and they shift the baseline from which a defect is measured. Smoothing the map does not remove them, because they are already smooth. Without knowing their size, one cannot say whether a slow undulation of a tenth of a radian is a surface or a count of too few photons.

The cause is a mismatch of scales. Defocus turns long-wave phase into very little intensity, while photon noise is equally strong at all spatial frequencies. Restoring the phase multiplies both by a gain proportional to $1/q^2$, where $q$ is spatial frequency in cycles per unit length. The noise amplitude then follows $q^{-2}$ and its power $q^{-4}$.

## From defocus to phase

Take a scalar paraxial wave travelling along $+z$ with the convention $e^{+ikz}$, $k=2\pi/\lambda$. Its envelope $\psi$ obeys

$$2ik\,\partial_z\psi+\nabla^2\psi=0,\qquad \partial_z\psi=\frac{i}{2k}\nabla^2\psi ,$$

where $\nabla$ acts in the image plane. The intensity $I=|\psi|^2$ changes as

$$\partial_z I=2\,\mathrm{Re}(\psi^*\partial_z\psi)=-\frac1k\,\mathrm{Im}(\psi^*\nabla^2\psi)=-\frac1k\nabla\cdot\mathrm{Im}(\psi^*\nabla\psi).$$

The last step holds because $\nabla\psi^*\cdot\nabla\psi$ is real. With $\psi=\sqrt I\,e^{i\varphi}$ one has $\psi^*\nabla\psi=\tfrac12\nabla I+iI\nabla\varphi$, so

$$k\,\partial_z I=-\nabla\cdot(I\nabla\varphi).$$

This is the transport-of-intensity equation (TIE). If the in-focus intensity is a constant $I_0$, it becomes a Poisson equation,

$$\nabla^2\varphi=-\frac{k}{I_0}\,\partial_z I .$$

The derivative is estimated from images $I_\pm$ at defocus $\pm\Delta z$. Define the half difference

$$D=\frac{I_+-I_-}{2I_0},\qquad \frac{\partial_z I}{I_0}\approx\frac{D}{\Delta z}.$$

For a periodic field the Laplacian multiplies a Fourier mode by $-4\pi^2q^2$. Hence

$$\hat\varphi_{\rm TIE}=\frac{k\hat D}{4\pi^2q^2\Delta z}=\frac{\hat D}{2\pi\lambda\Delta z\,q^2}=\frac{\hat D}{2\chi},\qquad \chi=\pi\lambda\Delta z\,q^2 .$$

The mode $q=0$ is undetermined, since a constant phase leaves no trace in intensity. It is set to zero.

## The gain undoes a real weakness of the images

Consider a weak phase wave $\varphi=c\cos(2\pi qx)$ with $c\ll1$ and $I_0=1$. In focus, $\psi\approx1+ic\cos(2\pi qx)$. The paraxial equation multiplies the cosine by $e^{-i\chi}$ after a distance $\Delta z$, because $4\pi^2q^2/(2k)=\pi\lambda q^2$. To first order in $c$,

$$I_\pm=1+2\,\mathrm{Re}(ic\,e^{\mp i\chi})\cos(2\pi qx)=1\pm2c\sin\chi\cos(2\pi qx).$$

So $\hat D=2\sin\chi\,\hat\varphi$, and the TIE returns

$$\hat\varphi_{\rm TIE}=\frac{\sin\chi}{\chi}\,\hat\varphi .$$

At long waves $\chi\ll1$ and the phase is returned correctly. The inverse Laplacian adds nothing false to noise-free data; it compensates for a contrast that falls as $q^2$. Physically, a phase slope displaces light sideways, and intensity changes only where neighbouring slopes differ. A long wave has little curvature, so it focuses little light.

At short waves $\sin\chi/\chi$ falls and reaches its first zero at $\chi=\pi$, that is at the period $\sqrt{\lambda\Delta z}$. Near that period, and at shorter ones, the TIE fails as a measurement.

## How the noise becomes clouds

Let each image have independent white noise of relative standard deviation $\sigma$ per pixel. For photon counting with $n$ photons per unit area and pixel side $a$, $\sigma=1/\sqrt{na^2}$. White noise of equal strength everywhere is a fair description while the image contrast is low. The variance of $D$ is $(\sigma^2+\sigma^2)/4=\sigma^2/2$.

In a basis of real waves normalised to unit sum of squares over the pixels, every coefficient of $D$ has the same standard deviation $\sigma/\sqrt2$. Division by $2\chi$ gives

$$\sigma_{\rm mode}(q)=\frac{\sigma}{2\sqrt2\,\chi}=\frac{\sigma}{2\sqrt2\,\pi\lambda\Delta z\,q^2}.$$

In a square field of side $L=Na$, the allowed frequencies are $q=|\mathbf m|/L$, with $\mathbf m$ a pair of integers. The variance per pixel is the sum of all mode variances divided by $N^2$:

$$\sigma_\varphi^2=\frac1{N^2}\sum_{\mathbf m\ne0}\frac{\sigma^2L^4}{8\pi^2\lambda^2\Delta z^2|\mathbf m|^4}.$$

Since $\sigma^2/N^2=1/(na^2N^2)=1/(nL^2)$, the pixel size cancels:

$$\sigma_\varphi=\frac{L\sqrt S}{2\sqrt2\,\pi\lambda\Delta z\sqrt n},\qquad S=\sum_{\mathbf m\neq0}\frac1{|\mathbf m|^4}\approx6.027 .$$

The sum has been extended to infinity. The omitted tail beyond $|\mathbf m|=N/2$ is about $\int_{N/2}^\infty2\pi r^{-3}dr=4\pi/N^2$, which is negligible for $N=128$.

Four terms have $|\mathbf m|=1$. They correspond to a sine and a cosine along each axis, with one period across the field. Together they hold $4/S=66\,\%$ of the variance. This is why the error looks like clouds and not like grain: a handful of random amplitudes shapes most of it.

The formula also says that at fixed photon density the clouds grow in proportion to the field side. A larger field admits longer waves, whose gain is higher. Smaller pixels at fixed photon density neither help nor harm.

The same behaviour can be seen in real space. A point source of unit strength in $-\nabla^2\varphi=s$ sends a total flux of one through every circle around it, so $-2\pi r\,d\varphi/dr=1$ and

$$\varphi(r)=-\frac{1}{2\pi}\ln r+\text{constant}$$

for $r\ll L$. Each noisy pixel thus raises or lowers a broad logarithmic hill. Neighbouring points lie on nearly the same parts of nearly all the hills, and so share nearly the same error. On a grid of $64\times64$ pixels, a solver working in real space gave a drop of 0.1102 between 3 and 6 pixels from the source along a grid axis; the logarithm gives $\ln2/(2\pi)=0.1103$. Agreement this close is partly luck: the coarse grid and the finite field each change the drop by one to two per cent, in opposite directions.

## A mask-blank example

Take a wavelength of 13.5 nm, a defocus of $\pm1000$ nm and $128\times128$ pixels of 40 nm, so that $L=5120$ nm. Each image collects 2500 photons per pixel. Then $\sigma=0.02$ and $n=2500/40^2=1.5625\ \mathrm{nm^{-2}}$.

For the longest wave,

$$\chi_1=\frac{\pi\times13.5\times1000}{5120^2}=1.618\times10^{-3}.$$

One radian of phase, extrapolated from the weak-phase law, would produce a contrast of only 0.0032. The gain $1/(2\chi_1)$ is 309. At a period of 80 nm it is 0.0755, smaller by $(5120/80)^2=4096$. The gain passes through one at the period $\sqrt{2\pi\lambda\Delta z}=291$ nm. Noise at longer periods is amplified, and noise at shorter periods is reduced.

The total is

$$\sigma_\varphi=\frac{5120\times\sqrt{6.027}}{2\sqrt2\,\pi\times13500\times1.25}=0.084\ \mathrm{rad}.$$

For a mirror at normal incidence, a height $h$ changes the phase by $4\pi h/\lambda$, so this equals 0.090 nm of height.

Simulated pairs of empty images with Poisson noise test the law:

- The full field gave 0.0820 rad over 400 pairs.
- Half the field side, with photon density and defocus held fixed, gave 0.0417 rad.
- Half the field side with doubled defocus gave 0.0211 rad.
- The full field with 80 nm pixels at the same photon density, solved in real space without Fourier inversion, gave 0.0851 rad.

In the last case the noise of a normalised mode was 2.22, 0.553 and 0.143 rad at periods of 5120, 2560 and 1280 nm. Each halving of the period should divide it by four; the ratios are 4.0 and 3.9, within the scatter of the sample.

The inversion is what concentrates the noise. Before it, the four longest waves held 0.023 % of the simulated variance of $D$; after it, they held 65 % of the phase variance. Removing the eight longest waves lowered the rms noise to 0.034 rad.

Now add a Gaussian pit 0.3 nm deep with $w=100$ nm in $e^{-r^2/2w^2}$. Its phase is $4\pi\times0.3/13.5=0.279$ rad. Noise-free images give a map with an rms error of 0.00009 rad, so this object and this solver make no clouds by themselves. One noisy pair gives 0.0645 rad.

That single value lies below 0.084 rad, and such scatter is expected. If the four longest waves have independent Gaussian amplitudes, each contributes a fraction $1/S$ of the mean variance, with a standard deviation of $\sqrt2/S$. Together they make the map's mean-square error fluctuate by $\sqrt{4\times2}/S=47\,\%$. The observed mean square is $(0.0645/0.0838)^2=0.59$ of its expectation. One map is therefore a poor estimate of the typical cloud level.

## Could a better solver avoid it?

Not in the limit of a weak phase on a uniform background, if the same two images are all that is known. For a weak phase mode with coefficient $c$, the images supply two measurements, $+2c\sin\chi$ and $-2c\sin\chi$, each with noise $\sigma$. For Gaussian noise, their Fisher information is

$$F=2\,\frac{(2\sin\chi)^2}{\sigma^2}=\frac{8\sin^2\chi}{\sigma^2}.$$

The Cramér-Rao bound on the standard deviation of any unbiased estimate is $1/\sqrt F=\sigma/(2\sqrt2\sin\chi)$. The TIE noise is $\sin\chi/\chi$ times this bound.

A numerical Jacobian of the propagated images, for a one-dimensional field of 32 pixels of 40 nm, gave ratios of 0.9999, 0.9982 and 0.9910 for the three longest waves. Values below one do not violate the bound: the TIE shrinks the signal by the same factor $\sin\chi/\chi$, and so is slightly biased. For such a weak phase it already uses nearly all the long-wave information present. Fine phase structure can change this, and in a one-dimensional field of 128 such pixels a few hundredths of a radian are enough: the two images may then hold more information about the long waves than the TIE uses, and a nonlinear fit to both images could do better.

Nonuniform illumination does not remove the weakness of the TIE. The operator is then $-\nabla\cdot I\nabla$, and for any periodic $\varphi$

$$I_{\min}\int|\nabla\varphi|^2\le\int I|\nabla\varphi|^2\le I_{\max}\int|\nabla\varphi|^2 .$$

By the min-max principle, each ordered eigenvalue lies between $I_{\min}$ and $I_{\max}$ times that of $-\nabla^2$. On a $12\times12$ grid with random $I$ from 0.301 to 0.999, the ratios ran from 0.548 to 0.712. The lowest eigenvalues still scale as $1/L^2$. If $I_{\min}$ approaches zero, as under an opaque absorber, the lower bound becomes empty and the phase there loses its meaning.

## Brightness errors can be worse than photon noise

Anything smooth that differs between the two images passes through the same gain. Suppose the illumination of $I_+$ alone changes by a factor $1+\varepsilon\cos(2\pi x/L)$. For a nearly uniform image, $D$ gains $(\varepsilon/2)\cos(2\pi x/L)$, and the phase error has amplitude

$$\frac{\varepsilon/2}{2\chi_1}=\frac{\varepsilon}{4\chi_1}.$$

For $\varepsilon=0.1\,\%$ this is $10^{-3}/(4\times1.618\times10^{-3})=0.155$ rad. Its rms value, 0.109 rad, exceeds the photon clouds. More photons do not reduce it. To keep this amplitude below 0.084 rad, the smooth mismatch must stay below $4\chi_1\times0.084=0.05\,\%$. A uniform brightness change is far less harmful when the illumination is uniform, since it then enters mainly the discarded mode $q=0$. If both images share a smooth profile $1+A\cos(2\pi x/L)$, a dose change $\varepsilon$ between them acts as a smooth mismatch $\varepsilon A$: for $A=5\,\%$ and $\varepsilon=1\,\%$ the phase error is 0.055 rad rms. Dividing each image by its own mean removes it.

Two measurements help to sort the causes. Repeating the pair at the same settings changes photon clouds, while a reproducible illumination mismatch stays. Doubling $\Delta z$ halves both errors at long waves, provided the mismatch itself does not depend on defocus; true long-wave phase stays the same.

## What to do about it

**Collect more photons.** The clouds fall as $1/\sqrt n$. Reaching 0.01 rad in the example, with everything else fixed, needs $2500\times(0.0838/0.01)^2\approx1.8\times10^5$ photons per pixel in each image, 70 times more.

**Use a longer defocus for the long waves.** The noise falls as $1/\Delta z$, but detail suffers. For the Gaussian pit, expand $\sin\chi/\chi\approx1-\chi^2/6$. Its spectrum is a Gaussian of standard deviation $s=1/(2\pi w)$ along each axis, for which the mean of $q^4$ is $8s^4$. The relative loss at the centre is therefore

$$\frac{(\pi\lambda\Delta z)^2}{6}\,\frac{8}{(2\pi w)^4}=\frac{(\lambda\Delta z)^2}{12\pi^2w^4}=1.5\,\%.$$

Propagation gives 0.2745 rad against a true zero-mean value of 0.2786 rad, also 1.5 %. To this order the loss grows as $\Delta z^2$, so doubling the defocus would cost about 6 %.

**Combine several defocus distances.** Pair $j$ estimates a weak phase as $\hat D_j/(2\sin\chi_j)$, with variance proportional to $1/\sin^2\chi_j$ at equal dose. Weighting each estimate by its inverse variance gives

$$\hat\varphi=\frac{\sum_j2\sin\chi_j\,\hat D_j}{\sum_j4\sin^2\chi_j}.$$

Far pairs then dominate the long waves, and near pairs supply the shorter waves at which $\sin\chi_j$ of the far pairs is close to zero. This holds for weak phase and while source blur at the far planes is small.

**Regularise, and state what is lost.** Minimising $|2\chi\hat\varphi-\hat D|^2+(2\chi_c)^2|\hat\varphi|^2$ in each mode gives

$$\hat\varphi=\frac{2\chi\hat D}{4\chi^2+4\chi_c^2}=\frac{q^4}{q^4+q_c^4}\,\frac{\hat D}{2\chi},$$

where $\chi_c$ is $\chi$ at the chosen frequency $q_c$. With $q_c=4/L$, a period of 1280 nm, the noise drops from about 0.08 to 0.013 rad. The pit centre drops from 0.2745 to 0.233 rad, a loss of 15 %. A true wave of period $L$ keeps only $1/(1+4^4)=0.4\,\%$ of its amplitude. This is acceptable for finding small pits if their depth is corrected for the filter. The correction depends on the width: a Gaussian pit with $w=200$ nm keeps only about 58 % of its depth. It is useless for measuring flatness: a flat map may then mean only that the filter was on.

**Use real prior knowledge.** If another instrument supplies the slow figure, it can replace the long waves of the map, which are then as accurate as that figure. Knowing that part of the field is flat does not remove the photon clouds elsewhere, but it shrinks them, the more so the smaller the region left free. In the example, an estimate that makes full use of a surround known to be exactly flat has an rms noise of about 0.045 rad when half the field is free, 0.032 rad in a free square of 2560 nm and 0.018 rad in one of 1280 nm, against 0.084 rad without that knowledge.

## How the model compares with a real instrument

The example lies in the regime of extreme-ultraviolet mask microscopy. The wavelength is that of the technique, and the mask-side aperture of 0.0825 corresponds to a scanner aperture of 0.33 at fourfold reduction. Pixel, defocus and dose are round, roughly plausible choices; an instrument's own values should replace them.

Several neglected effects are small for this pit. A pupil cutoff changes its recovered centre from 0.2745 to 0.2743 rad, and a source filling 0.2 of the aperture gives 0.2727 rad. The non-paraxial phase at the pupil edge is 0.003 rad for a beam along the optical axis. For a beam at 6 degrees to the direction of defocus it reaches about 0.04 rad, apart from a sideways shift of the image.

Incidence at 6 degrees can shift the focus by 269 nm at the field edge. The offset has opposite signs at opposite edges: the centre reads 0.2752 rad at one and 0.2720 rad at the other. The weak-phase law predicts the same slight fall for both, so the difference between them must come from terms of higher order in the phase. If focus is stepped along the mask normal, oblique incidence also moves the two images sideways, by $1000\tan6^\circ=105$ nm in opposite directions. They must be registered before subtraction; otherwise the recovered centre of this pit falls by about 40 %. If the mask itself is moved under a fixed beam, the illumination also slides over it by $\pm105$ nm, and registering to the mask features does not undo that. A profile of amplitude 1 % with one period across the field, along the tilt direction, then becomes a mismatch of $2\times0.01\times\sin(2\pi\times105/5120)=0.26\,\%$, or 0.28 rad rms. This mismatch grows with the defocus, so doubling $\Delta z$ does not separate it from true long-wave phase.

Mirror roughness of 0.05 nm rms would add 0.047 rad of phase to the wave. How much reaches the map depends on its spectrum: nearly all if it lies at periods above 500 nm, about 0.02 rad if it is spread evenly down to 80 nm. That is true structure, and averaging more photons will not remove it. Real fields are also not periodic, and a multilayer is not a single thin mirror; neither effect is sized here. Of the effects that are, and with the two images registered, a smooth brightness mismatch moves the result most, already at the assumed 0.1 %. Its error is proportional to the mismatch, so the stability and uniformity of the illumination should be measured on the instrument itself. Most of the computed values are collected in the numerical output below.

## Computed results

```
wavelength 13.5 nm, mask-side aperture 0.0825
pixel 40 nm, 128 x 128 pixels, field side 5120 nm
defocus +-1000 nm, photons per pixel per image 2500
photon density per image 1.5625 per nm^2
relative noise per pixel 0.0200
lattice sum S 6.0268
chi of longest wave 1.6179e-03 rad
image contrast per rad, longest wave 3.2357e-03
noise gain, longest wave 309.0 rad per unit contrast
noise gain, period 80 nm 0.0755 rad per unit contrast
period of unit gain 291.2 nm
cloud rms, formula 0.0838 rad
cloud rms, simulated 0.0820 rad
cloud rms as mirror height 0.0901 nm
cloud rms, 80 nm pixels, real-space solver 0.0851 rad
cloud rms, half field side, simulated 0.0417 rad
cloud rms, half field, double defocus 0.0211 rad
mode noise, period 5120 nm, real-space solver 2.2208 rad
mode noise, period 2560 nm, real-space solver 0.5529 rad
mode noise, period 1280 nm, real-space solver 0.1430 rad
variance share of 4 longest waves, formula 0.6637
same share, simulated, after inversion 0.6541
same share, simulated, before inversion 2.30e-04
noise rms without 8 longest waves 0.0343 rad
hill drop from 3 to 6 pixels 0.1102, log law 0.1103
TIE noise / Cramer-Rao bound, 3 longest waves (1D) 0.9999 0.9982 0.9910
nonuniform I: range of I 0.301 to 0.999
eigenvalue ratios 0.548 to 0.712
pit depth 0.3 nm, rms radius 100 nm
pit phase 0.2793 rad
pit centre, true map with zero mean 0.2786 rad
pit centre, noise-free TIE 0.2745 rad
map rms error, noise-free 0.00009 rad
map rms error, one noisy pair 0.0645 rad
photons per pixel for 0.01 rad rms 1.757e+05
regularised beyond period 1280 nm: noise rms 0.0134 rad
regularised pit centre 0.2329 rad
longest wave kept: plain 1.0000, regularised 0.0039
0.1 % smooth brightness change: phase amplitude 0.1545 rad
pit centre with pupil cutoff 0.2743 rad
pit centre with source fill 0.2 0.2727 rad
focus offset at field edge, 6 degree tilt 269.1 nm
pit centre with that focus offset 0.2752 rad
non-paraxial phase at pupil edge 0.00270 rad
true phase of 0.05 nm rms roughness 0.0465 rad
```
